# Cell-length extrapolation of thermal conductivity from momentum-exchange molecular dynamics: a program that tests the result

```python
# RESULT UNDER TEST
# Momentum-exchange nonequilibrium molecular dynamics in a periodic cell of
# length L, with cold and hot slabs L/2 apart, gives kappa_L = J L/(2 dT) and
#     1/kappa_L = 1/kappa + 2 R/L   (smooth nonlocal response),
# J: heat flux in each half, dT: difference of slab-mean temperatures,
# kappa: bulk conductivity, R: length-independent excess resistance.
# Model: H = sum p^2/2 + (q[i+1]-q[i])^2/2 + q[i]^4/4, reduced units, k_B = 1.
# Arrays have shape (sites, independent replicas).
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline

DT = 0.1
TEMP = 1.0
SLAB = 2
SITES_TIMES_REPLICAS = 12288
rng = np.random.default_rng(20)

# ---- exchange rule from the two conservation laws, arbitrary masses ----
m1, m2 = sp.symbols("m1 m2", positive=True)
v1, v2, u1, u2 = sp.symbols("v1 v2 u1 u2", real=True)
u2_from_momentum = (m1*v1 + m2*v2 - m1*u1)/m2
energy_change = sp.expand(m1*u1**2 + m2*u2_from_momentum**2
                          - m1*v1**2 - m2*v2**2)
roots = sp.solve(energy_change, u1)
v_cm = (m1*v1 + m2*v2)/(m1 + m2)
assert any(sp.simplify(r - (2*v_cm - v1)) == 0 for r in roots)
assert sp.simplify((2*v_cm - v1).subs(m2, m1) - v2) == 0


# ---- linear response: explicit harmonic sums against the asymptotic law ----
def one_minus_x(y):
    """1 - arctan(y)/y without cancellation at small y."""
    y = np.asarray(y, dtype=float)
    small = y < 0.05
    safe = np.where(small, 1.0, y)
    s = np.where(small, y, 0.0)**2
    series = s/3 - s**2/5 + s**3/7 - s**4/9
    return np.where(small, series, 1 - np.arctan(safe)/safe)


def form_factor(k, width):
    return np.sinc(k*width/(2*np.pi))


def odd_wavevectors(length, kmax):
    return 2*np.pi*np.arange(1, int(kmax*length/(2*np.pi)), 2)/length


def gray_response(k):
    return 1/one_minus_x(k) - 1


width = 1.0            # in mean free paths; heat capacity = lifetime = 1
kappa_gray = 1/3
k_top = 400.0


def gray_excess(k):
    return form_factor(k, width)**2*gray_response(k) - 1/(kappa_gray*k*k)


pieces = [quad(gray_excess, a, b, limit=400)[0]
          for a, b in ((1e-3, 5), (5, 50), (50, 150), (150, k_top))]
integral = sum(pieces) + 1e-3*float(gray_excess(1e-3))
integral -= 1/(kappa_gray*k_top)
R_gray = 4/np.pi*integral
print("GRAY KINETIC MODEL (mean free path = lifetime = heat capacity = 1)")
print(f"slab width {width:.1f}, bulk conductivity {kappa_gray:.5f}")
print(f"excess resistance R from integral {R_gray:.5f}")
for length in (10.0, 20.0, 40.0):
    k = odd_wavevectors(length, 2000.0)
    shape = form_factor(k, width)**2
    drop = 16/length*np.sum(shape*gray_response(k))
    law = length/(2*kappa_gray) + R_gray
    print(f"L={length:4.0f}: dT/J sum {drop:.5f}, asymptotic law {law:.5f}")
    if length >= 20:
        assert abs(drop - law) < 2e-3
    if length >= 40:
        assert abs(drop - law) < 3e-4
    fourier = 16/length*np.sum(shape/(kappa_gray*k*k))
    assert abs(fourier - (length/2 - 2*width/3)/kappa_gray) < 1e-5
print(f"R for pure Fourier conduction {-2*width/(3*kappa_gray):.5f}")

# Debye spectrum, lifetime and mean free path proportional to frequency^-2.
nodes, weights = np.polynomial.legendre.leggauss(400)
freq, weights = (nodes + 1)/2, weights/2
log_k = np.linspace(np.log(1e-5), np.log(25), 600)
damping = np.array([np.sum(weights*3*freq**4*one_minus_x(kk/freq**2))
                    for kk in np.exp(log_k)])
scaled = CubicSpline(log_k, np.exp(2*log_k)/damping)
collision_weight = np.sum(weights*3*freq**4)


def broad_inverse(length):
    """Inverse apparent conductivity; the bulk value is one."""
    k = odd_wavevectors(length, 20.0)
    response = scaled(np.log(k))/k**2 - 1/collision_weight
    excess = form_factor(k, width)**2*response - 1/k**2
    return 1 + 2/length*16/length*np.sum(excess)


far = [broad_inverse(x) - 1 for x in (1e5, 4e5)]
exponent = np.log(far[1]/far[0])/np.log(4)
assert abs(exponent + 0.5) < 0.03
broad_lengths = np.array([100.0, 200.0, 400.0])
broad_values = np.array([broad_inverse(x) for x in broad_lengths])
broad_intercept = np.polyfit(1/broad_lengths, broad_values, 1)[1]
assert broad_intercept > 1.03
print("BROAD SPECTRUM (shortest mean free path = 1, bulk kappa = 1)")
print(f"exponent of L in 1/kappa_L - 1/kappa: {exponent:.4f}")
for length, value in zip(broad_lengths, broad_values):
    print(f"L={length:4.0f}: 1/kappa_L = {value:.4f}")
print(f"kappa from straight line in 1/L: {1/broad_intercept:.4f}")


# ---- molecular dynamics ----
def force(q, f, work):
    np.multiply(q, q, out=work)
    work += 2.0
    work *= q
    np.add(q[2:], q[:-2], out=f[1:-1])
    np.add(q[1], q[-1], out=f[0])
    np.add(q[0], q[-2], out=f[-1])
    f -= work


def advance(q, p, f, work, steps):
    """Velocity Verlet; positions and momenta are synchronous on return."""
    np.multiply(f, 0.5*DT, out=work)
    p += work
    for s in range(steps):
        np.multiply(p, DT, out=work)
        q += work
        force(q, f, work)
        np.multiply(f, DT if s < steps - 1 else 0.5*DT, out=work)
        p += work


def site_energy(q, p):
    right = (np.roll(q, -1, axis=0) - q)**2/2
    return p**2/2 + q**4/4 + (right + np.roll(right, 1, axis=0))/2


def thermal_state(sites):
    """Canonical start; single precision, accumulators stay double."""
    replicas = SITES_TIMES_REPLICAS//sites
    q = np.zeros((sites, replicas), dtype=np.float32)
    p, f, work = np.zeros_like(q), np.zeros_like(q), np.zeros_like(q)
    for _ in range(60):
        p[:] = np.sqrt(TEMP)*rng.standard_normal(p.shape, dtype=np.float32)
        advance(q, p, f, work, 15)
    return q, p, f, work


# The bond current must satisfy local energy conservation along the motion.
q0, p0 = rng.standard_normal((8, 1)), rng.standard_normal((8, 1))
f0, w0 = np.zeros_like(q0), np.zeros_like(q0)
force(q0, f0, w0)
eps = 1e-5
rate = (site_energy(q0 + eps*p0, p0 + eps*f0)
        - site_energy(q0 - eps*p0, p0 - eps*f0))/(2*eps)
bond = -0.5*(p0 + np.roll(p0, -1, axis=0))*(np.roll(q0, -1, axis=0) - q0)
assert np.max(np.abs(rate - (np.roll(bond, 1, axis=0) - bond))) < 1e-6


def green_kubo(sites, total_time, cutoff):
    q, p, f, work = thermal_state(sites)
    spacing = 4*DT
    current = np.empty((int(total_time/spacing), q.shape[1]))
    for t in range(len(current)):
        advance(q, p, f, work, 4)
        np.subtract(q[2:], q[:-2], out=work[1:-1])
        work[0] = q[1] - q[-1]
        work[-1] = q[0] - q[-2]
        current[t] = -0.5*np.einsum("ir,ir->r", p, work)
    lags = int(round(cutoff/spacing))
    corr = np.array([np.einsum("tr,tr->r", current[:len(current) - m],
                               current[m:])/(len(current) - m)
                     for m in range(lags + 1)])
    running = spacing*(np.cumsum(corr, axis=0) - 0.5*corr[0] - 0.5*corr)
    running /= sites*TEMP**2
    mean = running.mean(axis=1)
    error = running.std(axis=1, ddof=1)/np.sqrt(q.shape[1])
    early = 2*lags//3
    return mean[-1], error[-1], mean[early], early*spacing


def exchange(p, half, columns, heat):
    """Fastest site of cold slab trades momentum with slowest of hot slab."""
    i_cold = np.argmax(np.abs(p[:SLAB]), axis=0)
    i_hot = half + np.argmin(np.abs(p[half:half + SLAB]), axis=0)
    p_cold, p_hot = p[i_cold, columns], p[i_hot, columns]
    accept = np.abs(p_cold) > np.abs(p_hot)
    p[i_cold, columns] = np.where(accept, p_hot, p_cold)
    p[i_hot, columns] = np.where(accept, p_cold, p_hot)
    heat += np.where(accept, 0.5*(p_cold**2 - p_hot**2), 0.0)


def ratio_with_error(top, bottom):
    ratio = top.mean()/bottom.mean()
    scatter = (top - ratio*bottom)/bottom.mean()
    return ratio, scatter.std(ddof=1)/np.sqrt(len(top))


def driven_run(sites):
    q, p, f, work = thermal_state(sites)
    half, replicas = sites//2, q.shape[1]
    columns = np.arange(replicas)
    period = 2*(sites + 20)//9               # blocks of six time steps
    interval = 6*DT*period
    warm = int(np.ceil(5*sites/interval))
    measured = int(round(44*sites/interval))
    start_energy = site_energy(q, p).sum(axis=0).mean()
    profile = np.zeros(q.shape)
    heat, flow = np.zeros(replicas), np.zeros(replicas)
    for cycle in range(warm + measured):
        if cycle == warm:
            profile[:] = 0
            heat[:] = 0
            flow[:] = 0
        for _ in range(period):
            advance(q, p, f, work, 3)
            np.multiply(p, p, out=work)
            profile += work
            bonds = -0.5*(p[1:] + p[:-1])*(q[1:] - q[:-1])
            flow += 0.5*(bonds[half + 1:].mean(axis=0)
                         - bonds[1:half].mean(axis=0))
            advance(q, p, f, work, 3)
        exchange(p, half, columns, heat)
    end_energy = site_energy(q, p).sum(axis=0).mean()
    drift = end_energy/start_energy - 1
    samples = measured*period
    profile /= samples
    flow /= samples
    flux = heat/(2*measured*interval)
    drop = (profile[half:half + SLAB].mean(axis=0)
            - profile[:SLAB].mean(axis=0))
    return dict(sites=sites, replicas=replicas, interval=interval,
                time=measured*interval, drift=drift, profile=profile,
                flux=flux, flow=flow, drop=drop)


gk_cutoff = 76.0
kappa_gk, err_gk, kappa_early, t_early = green_kubo(32, 2000.0, gk_cutoff)
assert abs(kappa_early - kappa_gk) < 4*err_gk + 0.05*kappa_gk
print("CHAIN SIMULATION (reduced units)")
print(f"temperature {TEMP:.1f}, time step {DT:.2f}, slab width {SLAB} sites")
print(f"Green-Kubo kappa, cutoff {t_early:.1f}: {kappa_early:.4f}")
print(f"Green-Kubo kappa, cutoff {gk_cutoff:.1f}: "
      f"{kappa_gk:.4f} +- {err_gk:.4f}")

lengths = np.array([32, 48, 64, 96])
inverse, inverse_err = [], []
for sites in lengths:
    run = driven_run(int(sites))
    assert abs(run["drift"]) < 0.01
    J, flow = run["flux"].mean(), run["flow"].mean()
    diff = run["flow"] - run["flux"]
    diff_err = diff.std(ddof=1)/np.sqrt(len(diff))
    # Three percent allows for the finite time step in the sampled current.
    assert abs(flow - J) < 4*diff_err + 0.03*J
    resistance, error = ratio_with_error(run["drop"], run["flux"])
    inverse.append(2*resistance/sites)
    inverse_err.append(2*error/sites)
    print(f"N={sites}: replicas {run['replicas']}, time {run['time']:.0f}, "
          f"exchange interval {run['interval']:.1f}")
    print(f"  J exchanged {J:.5f}, J from bonds {flow:.5f}, "
          f"dT {run['drop'].mean():.4f}")
    print(f"  1/kappa_L {inverse[-1]:.4f} +- {inverse_err[-1]:.4f}, "
          f"kappa_L {1/inverse[-1]:.4f}")
inverse, inverse_err = np.array(inverse), np.array(inverse_err)

coef, cov = np.polyfit(1/lengths, inverse, 1, w=1/inverse_err,
                       cov="unscaled")
slope, intercept = coef
slope_err, intercept_err = np.sqrt(np.diag(cov))
residual = (inverse - np.polyval(coef, 1/lengths))/inverse_err
kappa_fit = 1/intercept
kappa_fit_err = intercept_err/intercept**2
inverse_gk, inverse_gk_err = 1/kappa_gk, err_gk/kappa_gk**2
joint = np.hypot(intercept_err, inverse_gk_err)
print(f"slope 2R {slope:.3f} +- {slope_err:.3f}")
print(f"intercept 1/kappa {intercept:.4f} +- {intercept_err:.4f}")
print(f"extrapolated kappa {kappa_fit:.4f} +- {kappa_fit_err:.4f}")
print(f"chi-squared of line {np.sum(residual**2):.2f} for 2 degrees")
print(f"Green-Kubo 1/kappa {inverse_gk:.4f} +- {inverse_gk_err:.4f}")
print(f"intercept minus Green-Kubo inverse {intercept - inverse_gk:.4f}"
      f" +- {joint:.4f}")

# Gradient at least fourteen sites away from both slabs in the longest cell.
half = run["sites"]//2
first = run["profile"][SLAB + 13:half - 13]
second = run["profile"][half + SLAB + 13:run["sites"] - 13]
x = np.arange(len(first)) - (len(first) - 1)/2
gradient = 0.5*(x @ first - x @ second)/(x @ x)
inv_slope, inv_slope_err = ratio_with_error(gradient, run["flux"])
print(f"1/kappa from interior slope, N={run['sites']}: "
      f"{inv_slope:.4f} +- {inv_slope_err:.4f}")

unit_frequency, spacing = 2e13, 3e-10
unit_kappa = constants.k*unit_frequency/spacing
print(f"frequency unit {unit_frequency:.1e} s^-1, spacing {spacing:.1e} m")
print(f"extrapolated kappa {kappa_fit*unit_kappa:.3f} W/(m K)")

assert slope > 4*slope_err
assert inverse[0] - inverse_gk > 4*np.hypot(inverse_err[0], inverse_gk_err)
assert np.sum(residual**2) < 14          # about 0.1 percent chance level
# Four percent allows for finite driving and the finite time step.
assert abs(intercept - inverse_gk) < 3*joint + 0.04*inverse_gk
assert (abs(inv_slope - inverse_gk)
        < 4*np.hypot(inv_slope_err, inverse_gk_err) + 0.05*inverse_gk)
print("success")
```

Output:

```
GRAY KINETIC MODEL (mean free path = lifetime = heat capacity = 1)
slab width 1.0, bulk conductivity 0.33333
excess resistance R from integral 0.07870
L=  10: dT/J sum 15.07619, asymptotic law 15.07870
L=  20: dT/J sum 30.07871, asymptotic law 30.07870
L=  40: dT/J sum 60.07871, asymptotic law 60.07870
R for pure Fourier conduction -2.00000
BROAD SPECTRUM (shortest mean free path = 1, bulk kappa = 1)
exponent of L in 1/kappa_L - 1/kappa: -0.5080
L= 100: 1/kappa_L = 1.4279
L= 200: 1/kappa_L = 1.2903
L= 400: 1/kappa_L = 1.1972
kappa from straight line in 1/L: 0.8862
CHAIN SIMULATION (reduced units)
temperature 1.0, time step 0.10, slab width 2 sites
Green-Kubo kappa, cutoff 50.4: 2.6819
Green-Kubo kappa, cutoff 76.0: 2.7473 +- 0.0619
N=32: replicas 384, time 1406, exchange interval 6.6
  J exchanged 0.04708, J from bonds 0.04721, dT 0.4246
  1/kappa_L 0.5637 +- 0.0079, kappa_L 1.7739
N=48: replicas 256, time 2115, exchange interval 9.0
  J exchanged 0.03318, J from bonds 0.03325, dT 0.4038
  1/kappa_L 0.5070 +- 0.0084, kappa_L 1.9723
N=64: replicas 192, time 2819, exchange interval 10.8
  J exchanged 0.02728, J from bonds 0.02737, dT 0.4092
  1/kappa_L 0.4687 +- 0.0080, kappa_L 2.1337
N=96: replicas 128, time 4230, exchange interval 15.0
  J exchanged 0.01912, J from bonds 0.01915, dT 0.3848
  1/kappa_L 0.4193 +- 0.0107, kappa_L 2.3848
slope 2R 6.600 +- 0.566
intercept 1/kappa 0.3618 +- 0.0125
extrapolated kappa 2.7640 +- 0.0953
chi-squared of line 2.47 for 2 degrees
Green-Kubo 1/kappa 0.3640 +- 0.0082
intercept minus Green-Kubo inverse -0.0022 +- 0.0149
1/kappa from interior slope, N=96: 0.3577 +- 0.0129
frequency unit 2.0e+13 s^-1, spacing 3.0e-10 m
extrapolated kappa 2.544 W/(m K)
success
```
